# Hydroxyl isotope effect in surface ligand exchange from zero-point energy: verification in Python

```python
"""Kinetic isotope effect (KIE) of proton transfer from a surface hydroxyl.

Result under test: if the O-H/O-D stretch is lost at the transition state,
    k_H/k_D = exp(h c (nu_H - nu_D) / (2 k_B T)), about 4.2 at 500 K,
for nu_H = 3700 cm^-1 and nu_D = 2700 cm^-1.
Symbols: nu = wavenumber, u = h c nu/(k_B T), Q = partition function
counted from the potential minimum, TS = transition state.
The program also sizes anharmonicity, bends, tunnelling, TS asymmetry and
competing desorption. Their input parameters are rough model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

C2 = const.h * const.c * 100.0 / const.k       # K per cm^-1
CM_TO_EV = const.h * const.c * 100.0 / const.e
NU_H, NU_D, TEMP = 3700.0, 2700.0, 500.0
BARRIER_EV = 0.8
barrier_cm = BARRIER_EV / CM_TO_EV


def grid_levels(omega, potential):
    """Levels of omega*p^2/2 + V(q), q dimensionless, on a sinc grid."""
    q = np.linspace(-12.0, 12.0, 161)
    dq = q[1] - q[0]
    i = np.arange(q.size)
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    p2 = np.where(diff == 0, np.pi**2 / 3.0, 2.0 * sign / safe**2) / dq**2
    return np.linalg.eigvalsh(0.5 * omega * p2 + np.diag(potential(q)))


def q_harmonic(nu, temp):
    return 1.0 / (2.0 * np.sinh(0.5 * C2 * nu / temp))


def q_sum(levels, temp):
    return np.sum(np.exp(-C2 * np.asarray(levels) / temp))


def kie_zpe(temp):
    return np.exp(C2 * (NU_H - NU_D) / (2.0 * temp))


# Harmonic levels, partition functions and rates from their definitions
levels_H = grid_levels(NU_H, lambda q: 0.5 * NU_H * q**2)
levels_D = grid_levels(NU_D, lambda q: 0.5 * NU_D * q**2)
assert abs(levels_H[0] - NU_H / 2) < 1e-5
assert abs(levels_D[0] - NU_D / 2) < 1e-5
for temp in (500.0, 5000.0):
    for nu, levels in ((NU_H, levels_H), (NU_D, levels_D)):
        assert np.isclose(q_sum(levels, temp), q_harmonic(nu, temp), rtol=1e-4)


def rate_from_flux(levels, temp):
    """Thermal flux over the barrier, integrated over energy, in s^-1."""
    kt = temp / C2
    integral = quad(lambda e: np.exp(-e / kt), barrier_cm,
                    barrier_cm + 45 * kt, epsabs=0.0, epsrel=1e-10)[0]
    return const.c * 100.0 * integral / q_sum(levels, temp)


rate_H = rate_from_flux(levels_H, TEMP)
rate_D = rate_from_flux(levels_D, TEMP)
kie_flux = rate_H / rate_D
kie = kie_zpe(TEMP)
# The zero-point formula omits thermal excitation, below 0.1 percent here.
assert abs(kie_flux / kie - 1.0) < 1e-3
assert 4.15 < kie_flux < 4.25
eyring_H = (const.k * TEMP / const.h * np.exp(-C2 * barrier_cm / TEMP)
            / q_harmonic(NU_H, TEMP))
assert np.isclose(rate_H, eyring_H, rtol=1e-7)

# Temperature slope must return the zero-point energy difference
log_ratio = [np.log(q_sum(levels_D, t) / q_sum(levels_H, t))
             for t in (490.0, 510.0)]
slope_ev = (const.k / const.e * (log_ratio[0] - log_ratio[1])
            / (1 / 490.0 - 1 / 510.0))
zpe_difference_ev = 0.5 * (NU_H - NU_D) * CM_TO_EV
assert abs(slope_ev / zpe_difference_ev - 1.0) < 5e-3
hot_ratio = q_harmonic(NU_D, 1e6) / q_harmonic(NU_H, 1e6)
assert np.isclose(hot_ratio, NU_H / NU_D, rtol=1e-4)

# Anharmonicity: the given wavenumbers treated as Morse fundamentals
X_H = 85.0
x_D = X_H * (NU_D / NU_H)**2
morse_zpe = []
for nu, x in ((NU_H, X_H), (NU_D, x_D)):
    omega = nu + 2 * x
    depth, a = omega**2 / (4 * x), np.sqrt(2 * x / omega)
    lev = grid_levels(omega, lambda q: depth * (1 - np.exp(-a * q))**2)
    assert abs(lev[1] - lev[0] - nu) < 0.01
    assert abs(lev[0] - (nu / 2 + 0.75 * x)) < 0.01
    morse_zpe.append(lev[0])
extra_zpe = morse_zpe[0] - morse_zpe[1] - 0.5 * (NU_H - NU_D)
factor_anharmonic = np.exp(C2 * extra_zpe / TEMP)

# Two hydrogen bends, stiffer at the transition state than on the surface
SURFACE_BENDS, TS_BENDS = (800.0, 300.0), (1300.0, 1000.0)
isotope_scale = NU_D / NU_H


def bend_factor(temp, partition):
    result = 1.0
    for nu in TS_BENDS:
        result *= partition(nu, temp) / partition(isotope_scale * nu, temp)
    for nu in SURFACE_BENDS:
        result *= partition(isotope_scale * nu, temp) / partition(nu, temp)
    return result


factor_bends = bend_factor(TEMP, q_harmonic)
explicit_bends = bend_factor(
    TEMP, lambda nu, t: q_sum((np.arange(400) + 0.5) * nu, t))
assert np.isclose(factor_bends, explicit_bends, rtol=1e-9)
assert factor_bends < 1.0
assert abs(bend_factor(1e6, q_harmonic) - 1.0) < 1e-4

# Collinear O-H-N transition state: one real and one imaginary stretch
MASS_H = const.m_p + const.m_e
MASS_D = const.physical_constants["deuteron mass"][0] + const.m_e
MASS_O, MASS_N = 16.0 * const.atomic_mass, 14.0 * const.atomic_mass
F_COUPLING = 130.0


def ts_modes(f_oh, f_hn, middle, left=MASS_O, right=MASS_N):
    """Real and imaginary wavenumber magnitudes from a Cartesian Hessian."""
    force = np.array([[f_oh, F_COUPLING], [F_COUPLING, f_hn]])
    bonds = np.array([[-1.0, 1.0, 0.0], [0.0, -1.0, 1.0]])
    root_mass = np.sqrt(np.array([left, middle, right]))
    hessian = bonds.T @ force @ bonds / np.outer(root_mass, root_mass)
    eig = np.linalg.eigvalsh(hessian)
    inverse_mass = np.array([[1 / left + 1 / middle, -1 / middle],
                             [-1 / middle, 1 / middle + 1 / right]])
    internal = np.sort(np.linalg.eigvals(inverse_mass @ force).real)
    assert np.allclose([eig[0], eig[-1]], internal, rtol=1e-8)
    assert eig[0] < 0 < eig[-1]
    return np.sqrt([eig[-1], -eig[0]]) / (2 * np.pi * const.c * 100.0)


equal_H = ts_modes(100.0, 100.0, MASS_H, MASS_O, MASS_O)
equal_D = ts_modes(100.0, 100.0, MASS_D, MASS_O, MASS_O)
assert abs(equal_H[0] - equal_D[0]) < 1e-5
sym_H, sym_D = (ts_modes(100.0, 100.0, m) for m in (MASS_H, MASS_D))
asym_H, asym_D = (ts_modes(200.0, 50.0, m) for m in (MASS_H, MASS_D))
assert abs(sym_H[0] - sym_D[0]) < 5.0
assert asym_H[0] - asym_D[0] > 20.0
factor_asymmetry = q_harmonic(asym_H[0], TEMP) / q_harmonic(asym_D[0], TEMP)
assert factor_asymmetry < 1.0

# Tunnelling through a parabolic barrier, formula against energy integral
kappa = []
for nu_imag in (sym_H[1], sym_D[1]):
    u = C2 * nu_imag / TEMP
    assert u < 2 * np.pi
    formula = 0.5 * u / np.sin(0.5 * u)
    numeric = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
                   -40, 40, points=[0], limit=200)[0]
    assert np.isclose(formula, numeric, rtol=1e-7)
    kappa.append(formula)
factor_tunnel = kappa[0] / kappa[1]
assert factor_tunnel > 1.0


# Competition of reaction and desorption of the adsorbed precursor
def observed_kie(commitment):
    return (kie + commitment) / (1 + commitment)


def reacted_fraction(k_react, k_desorb=1.0):
    """Final reacted share from time evolution of the adsorbed state."""
    generator = np.array([[-(k_react + k_desorb), 0, 0],
                          [k_react, 0, 0], [k_desorb, 0, 0]])
    return (expm(60.0 * generator) @ np.array([1.0, 0.0, 0.0]))[1]


for c in (0.1, 1.0, 10.0):
    evolved = reacted_fraction(c) / reacted_fraction(c / kie)
    assert np.isclose(evolved, observed_kie(c), rtol=1e-9)

combined = kie_flux * factor_anharmonic * factor_bends * factor_tunnel


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("O-H stretch", NU_H, "cm^-1")
show("O-D stretch", NU_D, "cm^-1")
show("Temperature", TEMP, "K")
show("hc/k_B", C2, "K per cm^-1", 6)
show("u for O-H", C2 * NU_H / TEMP)
show("u for O-D", C2 * NU_D / TEMP)
show("O-H zero-point energy", levels_H[0] * CM_TO_EV, "eV")
show("O-D zero-point energy", levels_D[0] * CM_TO_EV, "eV")
show("Zero-point energy difference", zpe_difference_ev, "eV")
show("Same difference", zpe_difference_ev * const.e * const.N_A / 1e3, "kJ/mol")
show("Energy from temperature slope", slope_ev, "eV")
show("Model barrier from potential minimum", BARRIER_EV, "eV")
show("Effective barrier, H", BARRIER_EV - levels_H[0] * CM_TO_EV, "eV")
show("Effective barrier, D", BARRIER_EV - levels_D[0] * CM_TO_EV, "eV")
show("Model rate, H", rate_H, "s^-1")
show("Model rate, D", rate_D, "s^-1")
show("KIE from zero-point energy", kie, "(ratio)")
show("KIE from flux and level sums", kie_flux, "(ratio)")
show("Thermal excitation factor", kie_flux / kie, "(ratio)", 6)
show("KIE at 400 K", kie_zpe(400.0), "(ratio)")
show("KIE at 600 K", kie_zpe(600.0), "(ratio)")
show("High-temperature limit of full ratio", hot_ratio, "(ratio)")
show("Assumed O-H anharmonicity x", X_H, "cm^-1")
show("Scaled O-D anharmonicity x", x_D, "cm^-1")
show("Extra zero-point difference", extra_zpe, "cm^-1")
show("Anharmonicity factor", factor_anharmonic, "(ratio)")
print("Assumed surface H bends:", *SURFACE_BENDS, "cm^-1")
print("Assumed TS H bends:", *TS_BENDS, "cm^-1")
show("D/H scale for bends", isotope_scale, "(ratio)")
show("Bend factor", factor_bends, "(ratio)")
print("TS force constants, symmetric: 100, 100 N/m; asymmetric: 200, 50 N/m")
show("TS coupling force constant", F_COUPLING, "N/m")
show("Symmetric TS real stretch, H", sym_H[0], "cm^-1")
show("Symmetric TS real stretch, D", sym_D[0], "cm^-1")
show("Asymmetric TS real stretch, H", asym_H[0], "cm^-1")
show("Asymmetric TS real stretch, D", asym_D[0], "cm^-1")
show("TS asymmetry factor", factor_asymmetry, "(ratio)")
show("Symmetric TS imaginary magnitude, H", sym_H[1], "cm^-1")
show("Symmetric TS imaginary magnitude, D", sym_D[1], "cm^-1")
show("Tunnelling enhancement, H", kappa[0], "(ratio)")
show("Tunnelling enhancement, D", kappa[1], "(ratio)")
show("Tunnelling factor in KIE", factor_tunnel, "(ratio)")
show("KIE with anharmonicity, bends, tunnelling", combined, "(ratio)")
for c in (0.1, 1.0, 10.0):
    show(f"Observed KIE at k_H/k_des = {c:g}", observed_kie(c), "(ratio)")
print("PASS")
```

Printed output:

```
O-H stretch: 3700 cm^-1
O-D stretch: 2700 cm^-1
Temperature: 500 K
hc/k_B: 1.43878 K per cm^-1
u for O-H: 10.65
u for O-D: 7.769
O-H zero-point energy: 0.2294 eV
O-D zero-point energy: 0.1674 eV
Zero-point energy difference: 0.06199 eV
Same difference: 5.981 kJ/mol
Energy from temperature slope: 0.06186 eV
Model barrier from potential minimum: 0.8 eV
Effective barrier, H: 0.5706 eV
Effective barrier, D: 0.6326 eV
Model rate, H: 1.845e+07 s^-1
Model rate, D: 4.376e+06 s^-1
KIE from zero-point energy: 4.216 (ratio)
KIE from flux and level sums: 4.217 (ratio)
Thermal excitation factor: 1.0004 (ratio)
KIE at 400 K: 6.04 (ratio)
KIE at 600 K: 3.317 (ratio)
High-temperature limit of full ratio: 1.37 (ratio)
Assumed O-H anharmonicity x: 85 cm^-1
Scaled O-D anharmonicity x: 45.26 cm^-1
Extra zero-point difference: 29.8 cm^-1
Anharmonicity factor: 1.09 (ratio)
Assumed surface H bends: 800.0 300.0 cm^-1
Assumed TS H bends: 1300.0 1000.0 cm^-1
D/H scale for bends: 0.7297 (ratio)
Bend factor: 0.764 (ratio)
TS force constants, symmetric: 100, 100 N/m; asymmetric: 200, 50 N/m
TS coupling force constant: 130 N/m
Symmetric TS real stretch, H: 511.3 cm^-1
Symmetric TS real stretch, D: 511.2 cm^-1
Asymmetric TS real stretch, H: 759.8 cm^-1
Asymmetric TS real stretch, D: 693.9 cm^-1
TS asymmetry factor: 0.8855 (ratio)
Symmetric TS imaginary magnitude, H: 1022 cm^-1
Symmetric TS imaginary magnitude, D: 734.6 cm^-1
Tunnelling enhancement, H: 1.478 (ratio)
Tunnelling enhancement, D: 1.214 (ratio)
Tunnelling factor in KIE: 1.218 (ratio)
KIE with anharmonicity, bends, tunnelling: 4.275 (ratio)
Observed KIE at k_H/k_des = 0.1: 3.923 (ratio)
Observed KIE at k_H/k_des = 1: 2.608 (ratio)
Observed KIE at k_H/k_des = 10: 1.292 (ratio)
PASS
```
